\section*{Cross-plane heat conduction by gray phonons between black contacts, part 2}

Phonons carry heat across a film of thickness $d$ from a hot contact at $x=0$, temperature $T_1$, to a cold one at $x=d$, temperature $T_2$, with $\Delta T=T_1-T_2>0$. The contacts are black: they absorb every arriving phonon and emit isotropically. The phonons are gray, with one speed $v$ and one mean free path $L$. Their heat capacity per volume is $C$, in SI units, and $\tau=d/L$.

Let $\mu$ be the cosine of the angle between a phonon's velocity and the $x$ axis, and $g(x,\mu)$ the directional energy expressed as a temperature. Its average over directions is the local temperature $T(x)$. Scattering is isotropic and conserves energy:
\begin{equation}
v\mu\frac{\partial g}{\partial x}=\frac vL(T-g),
\qquad\text{or}\qquad
L\mu\frac{\partial g}{\partial x}=T-g .
\label{eq:bte}
\end{equation}
\begin{equation}
g(0,\mu)=T_1,\qquad g(d,-\mu)=T_2,\qquad 0<\mu\le1 .
\label{eq:bc}
\end{equation}
With $E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}\,d\mu$, so that $E_n'=-E_{n-1}$, these give
\begin{align}
T(x)={}&\tfrac12T_1E_2\!\left(\tfrac xL\right)
+\tfrac12T_2E_2\!\left(\tfrac{d-x}L\right)\nonumber\\
&+\frac1{2L}\int_0^dE_1\!\left(\tfrac{|x-x'|}L\right)T(x')\,dx' .
\label{eq:inteq}
\end{align}
Inserting any bounded trial profile on the right, and repeating, converges to the one solution. It satisfies $T_2\le T(x)\le T_1$ and $T(x)+T(d-x)=T_1+T_2$.

Phonons reaching the hot contact are colder than it by $h(\mu)=T_1-g(0,-\mu)>0$:
\begin{equation}
h(\mu)=\Delta T\,e^{-d/(L\mu)}
+\int_0^d[T_1-T(x)]e^{-x/(L\mu)}\frac{dx}{L\mu}.
\label{eq:h}
\end{equation}
The heat flux $q=(Cv/2)\int_0^1\mu h\,d\mu$ is constant through the film, so $K(x)=\frac12\int_{-1}^1\mu^2g\,d\mu$ is a straight line. This gives
\begin{equation}
\frac{\Delta T}3-\frac{2mq}{Cv}=\frac{qd}{CvL},
\qquad
q=\frac{Cv\,\Delta T}{3(d/L+2m)} .
\label{eq:q}
\end{equation}
With the bulk conductivity $k=CvL/3$ and $k_{\rm eff}=qd/\Delta T$,
\begin{equation}
k_{\rm eff}=\frac{k}{1+2m/\tau},\qquad
m=\frac{\int_0^1\mu^2h\,d\mu}{\int_0^1\mu h\,d\mu},
\label{eq:recall}
\end{equation}
where $m$ is the mean cosine of the deficit $h$. Adding the diffusive resistance $d/k$ to the ballistic one $4/(Cv)$, whose flux is $q_{\rm b}=Cv\Delta T/4$, gives the interpolation
\begin{equation}
k_{\rm int}=\frac{k}{1+4L/(3d)} .
\label{eq:interp}
\end{equation}
It corresponds to $m=2/3$, an $h$ independent of direction.

\subsection{The temperature falls steadily}

The true angular dependence has a definite sense, which follows from the shape of $T(x)$. Extend the profile beyond the film by the contact temperatures:
\begin{equation}
\tilde T(x)=
\begin{cases}
T_1,&x<0,\\
T(x),&0\le x\le d,\\
T_2,&x>d .
\end{cases}
\end{equation}
For a point $x$ in the film, the region $x'<0$ has the weight
\begin{equation}
\frac1{2L}\int_{-\infty}^0E_1\!\left(\tfrac{x-x'}L\right)dx'
=\tfrac12E_2\!\left(\tfrac xL\right),
\end{equation}
which is the weight of the hot contact in \eqref{eq:inteq}. The cold side works in the same way. The integral equation therefore reads
\begin{equation}
T(x)=\int_{-\infty}^{\infty}\frac1{2L}E_1\!\left(\tfrac{|s|}L\right)
\tilde T(x-s)\,ds ,\qquad0\le x\le d .
\label{eq:conv}
\end{equation}
Start the iteration with a profile that nowhere rises, such as a straight line from $T_1$ to $T_2$. For each fixed $s$, $\tilde T(x-s)$ does not rise with $x$, and the weight is positive. The new profile therefore does not rise either. It stays between $T_2$ and $T_1$, so its extension has no upward step at the faces. Every later profile inherits this property, and so does their limit $T(x)$.

Now look from the hot contact into the film along a ray of cosine $\mu$. With $s=x/(L\mu)$ as the distance along the ray in mean free paths, \eqref{eq:h} becomes
\begin{equation}
h(\mu)=\int_0^\infty e^{-s}\left[T_1-\tilde T(L\mu s)\right]ds .
\label{eq:hray}
\end{equation}
The part $s>\tau/\mu$ gives the term $\Delta T\,e^{-\tau/\mu}$. When $\mu$ grows, $L\mu s$ grows for every $s$, and the bracket cannot decrease. Hence $h$ does not decrease with $\mu$. Phonons arriving at steep incidence started deeper in the film, where it is colder, while grazing ones started near the surface.

\subsection{Bounds on the mean cosine}

If $h$ does not decrease with $\mu$, then $\mu-\nu$ and $h(\mu)-h(\nu)$ never have opposite signs. Therefore
\begin{equation}
\int_0^1\!\!\int_0^1\mu\nu(\mu-\nu)[h(\mu)-h(\nu)]\,d\mu\,d\nu\ge0 .
\end{equation}
Multiply out the integrand:
\begin{equation}
\mu^2\nu h(\mu)-\mu^2\nu h(\nu)-\mu\nu^2h(\mu)+\mu\nu^2h(\nu).
\end{equation}
The first and last terms each integrate to $\frac12\int_0^1\mu^2h\,d\mu$. The two middle ones each give $-\frac13\int_0^1\mu h\,d\mu$. So
\begin{equation}
\int_0^1\mu^2h\,d\mu-\frac23\int_0^1\mu h\,d\mu\ge0 ,
\end{equation}
and division by the positive flux integral gives $m\ge2/3$. On the other side, $\mu^2\le\mu$ gives $m\le1$. With \eqref{eq:recall},
\begin{equation}
\frac{k}{1+2L/d}\le k_{\rm eff}\le\frac{k}{1+4L/(3d)} .
\label{eq:bounds}
\end{equation}
For gray phonons that scatter isotropically between black contacts, the interpolation never underestimates the conductivity. In terms of resistance, \eqref{eq:q} reads
\begin{equation}
\frac{\Delta T}q=\frac dk+\frac{6m}{Cv}.
\end{equation}
The series picture is right in form, but the second resistance is at least the ballistic value $4/(Cv)$, and it depends on thickness through $m$.

\subsection{The two limits}

In the diffusive limit $L/d\to0$, both sides of \eqref{eq:bounds} tend to $k$, and so does $k_{\rm eff}$. The deficit $h$ becomes small in this limit, but it need not become independent of direction. That does not matter, because $m$ is bounded and is multiplied by $L/d$.

The bounds alone do not settle the ballistic limit $d/L\to0$, where they differ by a factor $3/2$. There the deficit itself is needed. From \eqref{eq:h}, and from $\tilde T\ge T_2$ in \eqref{eq:hray},
\begin{equation}
\Delta T\,e^{-\tau/\mu}\le h(\mu)\le\Delta T .
\end{equation}
For every fixed $\mu>0$ the lower bound tends to $\Delta T$. Multiplying by $\mu$ or $\mu^2$ and integrating gives lower bounds $\Delta T\,E_3(\tau)$ and $\Delta T\,E_4(\tau)$, which tend to $\Delta T/2$ and $\Delta T/3$. These are also the upper bounds. Hence $m\to2/3$ and
\begin{equation}
q\to\frac{Cv}2\cdot\frac{\Delta T}2=\frac{Cv\,\Delta T}4=q_{\rm b}.
\end{equation}
The interpolation gives the same flux, since for $d\ll L$
\begin{equation}
\frac{k_{\rm int}\Delta T}d\to\frac{CvL}{3}\cdot\frac{3d}{4L}\cdot\frac{\Delta T}{d}
=\frac{Cv\,\Delta T}4 .
\end{equation}
So the formula reproduces both limits. In one, the arriving phonons really are isotropic; in the other, their directions cease to count.

\subsection{First corrections}

Correct limits do not guarantee correct approaches to them. In a thin film, $E_2(x/L)$ and $E_2((d-x)/L)$ tend to one, and the integral in \eqref{eq:inteq} tends to zero. The temperature inside is then the mean of the contact temperatures,
\begin{equation}
T(x)=\tfrac12(T_1+T_2)+r(x),
\end{equation}
with a remainder $r$ that tends to zero uniformly as $\tau\to0$. Put $T_1-T=\frac12\Delta T-r$ in \eqref{eq:h}:
\begin{align}
h(\mu)={}&\Delta T\,e^{-\tau/\mu}
+\tfrac12\Delta T\left(1-e^{-\tau/\mu}\right)
-\int_0^dr(x)e^{-x/(L\mu)}\frac{dx}{L\mu}\nonumber\\
={}&\tfrac12\Delta T\left(1+e^{-\tau/\mu}\right)
-\int_0^dr(x)e^{-x/(L\mu)}\frac{dx}{L\mu}.
\end{align}
In the flux integral the last term becomes $\int_0^dr\,E_2(x/L)\,dx/L$. Its size is at most $\tau$ times the largest $|r|$, which is smaller than order $\tau$. The rest gives
\begin{equation}
\frac q{q_{\rm b}}=\frac2{\Delta T}\int_0^1\mu h\,d\mu
\simeq\frac12+E_3(\tau)\simeq1-\tau ,
\label{eq:thin}
\end{equation}
where $E_3(0)=1/2$ and $E_3'(0)=-E_2(0)=-1$ were used.

This has a direct meaning. Of the phonons emitted by a contact, a fraction $2E_3(\tau)\simeq1-2\tau$ crosses without scattering. About $2\tau$ scatter once, and half of these turn back. The interpolation gives instead
\begin{equation}
\frac{q_{\rm int}}{q_{\rm b}}=\frac{4/3}{\tau+4/3}
=\frac1{1+3\tau/4}\simeq1-\frac34\tau .
\end{equation}
It catches three quarters of the first loss. At $\tau=0.001$ the computed loss divided by $\tau$ is $0.996$, against $0.749$ for the interpolation.

In a thick film the first correction is $k_{\rm eff}/k\simeq1-2m/\tau$. The computed $m$ is $0.7104$ both at $\tau=10$ and at $\tau=100$. This is numerical evidence, not a proof, that $m$ settles to a constant. The coefficient $2m$ is then about $1.42$, and the interpolation's $1.33$ is about 6 percent below it.

\subsection{Size of the error in between}

Dividing $k_{\rm int}$ by $k_{\rm eff}$ from \eqref{eq:recall} gives the excess relative to the gray solution:
\begin{equation}
\frac{k_{\rm int}}{k_{\rm eff}}-1
=\frac{\tau+2m}{\tau+4/3}-1=\frac{2m-4/3}{\tau+4/3}.
\label{eq:excess}
\end{equation}
The numerator vanishes for a thin film and stays bounded for a thick one, while the denominator grows with thickness. The excess is therefore largest at some intermediate thickness. A scan from $\tau=0.1$ to $\tau=10$ finds the maximum, about $3.4$ percent, near $\tau=0.7$.

\subsection{Four films}

Take round model parameters that stand for no particular material: $C=10^6$ J/(m$^3$\,K), $v=3000$ m/s, $L=100$ nm and $\Delta T=1$ K. Then
\begin{align}
k&=\frac{10^6\times3000\times10^{-7}}3=100\ \text{W/(m\,K)},\\
q_{\rm b}&=\frac{10^6\times3000\times1}4=7.5\times10^8\ \text{W/m}^2 .
\end{align}
The integral equation was solved numerically, and $h$, $m$ and the flux were computed from its solution. For $d=L=100$ nm the result is $m=0.7047$, and
\begin{equation}
k_{\rm eff}=\frac{100}{1+2\times0.7047}=41.5\ \text{W/(m\,K)},
\end{equation}
in agreement with the value obtained directly from the flux. The interpolation gives $100/(1+1.333)=42.9$ W/(m\,K), and the lower bound is $100/3=33.3$ W/(m\,K). For all four thicknesses, with conductivities in W/(m\,K):
\begin{center}
\begin{tabular}{rcccc}
$d$ (nm) & $m$ & $k_{\rm eff}$ & $k_{\rm int}$ & lower bound\\
10 & 0.678 & 6.87 & 6.98 & 4.76\\
100 & 0.705 & 41.5 & 42.9 & 33.3\\
1000 & 0.710 & 87.6 & 88.2 & 83.3\\
10000 & 0.710 & 98.6 & 98.7 & 98.0
\end{tabular}
\end{center}
The thinnest film carries $6.87\times10^8$ W/m$^2$, which is 92 percent of the ballistic flux, although its effective conductivity is only 7 percent of the bulk value. The small $k_{\rm eff}$ does not mean that a thin film blocks heat. It means that the flux has stopped growing as $1/d$.

The flux can also be found without the integral equation. A contact at temperature $T_i$ emits $CvT_i/4$, and by mirror symmetry the same fraction $P$ of either stream ends at the opposite contact. Hence $q=P\,q_{\rm b}$. Random walks that start with cosines distributed in proportion to $\mu$, fly exponentially distributed distances and scatter isotropically gave $P=0.5520$ at $d=L$, with a standard error of $0.0008$. The integral equation gave $0.5534$. The difference is within two standard errors, while the interpolation's $1/(1+3/4)=0.571$ lies far outside them.

\subsection{Which temperature difference}

The definition of $k_{\rm eff}$ uses the contact temperatures. The phonon temperature just inside a face is different, because half of the directions there carry phonons from deeper in the film. At $d=L$ the computed jump at the hot face is $0.242$ K, and by symmetry the cold face has the same. The drop inside the film is thus
\begin{equation}
1-2\times0.242=0.516\ \text{K}.
\end{equation}
A conductivity based on this inner drop would be $41.5/0.516\simeq80$ W/(m\,K), nearly twice $k_{\rm eff}$. If nothing scattered at all, that is for $L\to\infty$ at fixed $d$, the inner drop would be zero at finite flux, and such a conductivity would have no finite value. Thinning the film at fixed $L$ acts the other way. The contact terms of \eqref{eq:inteq} give a leading inner drop $\frac12\Delta T\,[1-E_2(\tau)]$, of order $\tau\ln(1/\tau)$, which vanishes more slowly than $d$. This conductivity then falls slowly to zero, roughly as $3k/[2\ln(1/\tau)]$. The interpolation \eqref{eq:interp} belongs to the contact temperatures alone.

\subsection{Where the result stops}

The derivation used each property of the model. Contacts that reflect phonons change the entering streams \eqref{eq:bc}. Scattering that favours some directions changes the right side of \eqref{eq:bte}. A large $\Delta T$ can make $C$ and $L$ vary through the film. When $d$ is comparable with the phonon wavelength, a description by particles with definite positions and directions is itself in doubt.

A spectrum of mean free paths needs particular care. Let group $j$ have $C_j$, $v_j$, $L_j$ and directional temperature $g_j$, and let all groups relax to one common $T$. Averaging the transport equation of one group over direction gives
\begin{equation}
\frac{dq_j}{dx}=\frac{C_jv_j}{L_j}(T-T_j),\qquad
T_j=\frac12\int_{-1}^1g_j\,d\mu .
\end{equation}
Energy conservation requires the sum of the right sides to vanish, not each one. The groups exchange energy, the flux $q_j$ of one group need not be constant, and the step that made $K$ a straight line fails for the single group. Adding the gray formula over groups still has the right leading limits when $d$ is much smaller than every $L_j$, or much larger than every $L_j$. In between it is a further approximation, to which neither the bounds \eqref{eq:bounds} nor the $3.4$ percent found for gray phonons has been shown to apply.

\section*{Values computed for the example and the checks}
\begin{verbatim}
heat capacity C = 1.000e+06 J/(m^3 K)
phonon speed v = 3000 m/s
mean free path L = 100 nm
contact temperature difference = 1.0 K
bulk conductivity k = 100.00 W/(m K)
ballistic flux C v dT/4 = 7.5000e+08 W/m^2
thickness d = 10 nm, d/L = 0.1
  mean cosine m = 0.6780 (dimensionless)
  k_eff numerical = 6.87 W/(m K)
  k_eff interpolation = 6.98 W/(m K)
  k_eff lower bound = 4.76 W/(m K)
  heat flux numerical = 6.868e+08 W/m^2
thickness d = 100 nm, d/L = 1
  mean cosine m = 0.7047 (dimensionless)
  k_eff numerical = 41.51 W/(m K)
  k_eff interpolation = 42.86 W/(m K)
  k_eff lower bound = 33.33 W/(m K)
  heat flux numerical = 4.151e+08 W/m^2
thickness d = 1000 nm, d/L = 10
  mean cosine m = 0.7104 (dimensionless)
  k_eff numerical = 87.56 W/(m K)
  k_eff interpolation = 88.24 W/(m K)
  k_eff lower bound = 83.33 W/(m K)
  heat flux numerical = 8.756e+07 W/m^2
thickness d = 10000 nm, d/L = 100
  mean cosine m = 0.7104 (dimensionless)
  k_eff numerical = 98.59 W/(m K)
  k_eff interpolation = 98.68 W/(m K)
  k_eff lower bound = 98.04 W/(m K)
  heat flux numerical = 9.859e+06 W/m^2
hot-face temperature jump at d = L: 0.242 K
transmitted fraction at d = L, solver: 0.5534
transmitted fraction at d = L, walks: 0.5520
standard error of walk fraction: 0.0008
thin-film test thickness d/L = 0.001
  mean cosine m = 0.6668 (dimensionless)
  transmitted fraction = 0.99900
  loss slope numerical = 0.996 per d/L
  loss slope interpolation = 0.749 per d/L
largest interpolation excess = 3.37 percent
  found near d/L = 0.71 (dimensionless)
\end{verbatim}
